\section*{Momentum and Energy Balance and the Condition for Velocity Overshoot, part 1}

(Sections cited here and not found follow in the second part.)

\section{Balance equations and the steady state}

Let $f(\mathbf r,\mathbf p,t)$ be the distribution of electrons in a single isotropic parabolic band, with energy $\varepsilon=p^2/2m$ and velocity $\mathbf p/m$. It is normalized so that $n=\int f\,d^3p$ is the electron density, and
\begin{equation}
\langle g\rangle=\frac1n\int g(\mathbf p)\,f\,d^3p
\end{equation}
is the average of a function $g$ per electron. The force $\mathbf F$ is the force on the electron, so the sign of its charge is already included. Where the force is uniform it points along $x$, with $F>0$; then $v=\langle p_x\rangle/m$ is the drift velocity. The mean energy $w=\langle\varepsilon\rangle$ includes the energy of the drift. The lattice has temperature $T_0$, and the equilibrium energy is $w_0=\tfrac32kT_0$. The electrons are nondegenerate, and their number in the band is conserved. Energies are in eV, lengths in nm and times in ps, so that velocities are in nm/ps, and $1\ \mathrm{nm/ps}=10^5\ \mathrm{cm/s}$.

The Boltzmann equation is
\begin{equation}
\frac{\partial f}{\partial t}+\frac{p_j}{m}\frac{\partial f}{\partial r_j}
+F_j\frac{\partial f}{\partial p_j}=C[f],
\end{equation}
with summation over repeated indices. Multiply it by $g(\mathbf p)$ and integrate over momentum. Since $g$ depends on neither position nor time, the first two terms are derivatives of integrals. The force term is integrated by parts, and the surface term vanishes because $f$ falls off faster than any power of $p$ that is needed here:
\begin{equation}
\int gF_j\frac{\partial f}{\partial p_j}\,d^3p
=-F_j\int f\frac{\partial g}{\partial p_j}\,d^3p
=-nF_j\left\langle\frac{\partial g}{\partial p_j}\right\rangle .
\end{equation}
The general balance is therefore
\begin{equation}
\frac{\partial(n\langle g\rangle)}{\partial t}
+\frac{\partial}{\partial r_j}\left(n\left\langle g\frac{p_j}{m}\right\rangle\right)
-nF_j\left\langle\frac{\partial g}{\partial p_j}\right\rangle=\int g\,C[f]\,d^3p .
\end{equation}
For $g=1$ the force term vanishes, and so does the right side, because collisions conserve the number of electrons. For $g=p_i$ the derivative is $\delta_{ij}$, and for $g=\varepsilon$ it is $p_j/m$. With $\mathbf u=\langle\mathbf p\rangle/m$ this gives
\begin{align}
\frac{\partial n}{\partial t}+\frac{\partial(nu_j)}{\partial r_j}&=0,\\
\frac{\partial(nmu_i)}{\partial t}
+\frac{\partial}{\partial r_j}\left(\frac{n\langle p_ip_j\rangle}{m}\right)-nF_i
&=\int p_i\,C\,d^3p,\\
\frac{\partial(nw)}{\partial t}
+\frac{\partial}{\partial r_j}\left(\frac{n\langle\varepsilon p_j\rangle}{m}\right)-nF_ju_j
&=\int\varepsilon\,C\,d^3p .
\end{align}
Each balance contains the flux of the quantity it describes, which is a moment of the next higher order. The hierarchy does not end by itself. The left sides were tested in one dimension on a skewed distribution whose density, drift and temperature vary in space and time.

In a uniform system the divergences vanish and $n$ is constant. Dividing the last two balances by $n$ leaves
\begin{equation}
m\frac{dv}{dt}=F+\frac1n\int p_x\,C\,d^3p,\qquad
\frac{dw}{dt}=Fv+\frac1n\int\varepsilon\,C\,d^3p .
\end{equation}
Define the momentum relaxation rate $\nu$ and the energy loss per electron and unit time $L$ by
\begin{equation}
\nu=-\frac{1}{nmv}\int p_x\,C\,d^3p,\qquad L=-\frac1n\int\varepsilon\,C\,d^3p ,
\end{equation}
where $\nu$ is understood as a limit when $v\to0$. Then
\begin{equation}
\frac{dv}{dt}=\frac Fm-\nu v,\qquad \frac{dw}{dt}=Fv-L .
\end{equation}
Nothing has been approximated in passing from the uniform Boltzmann equation to these two equations, but $\nu$ and $L$ still depend on the whole distribution. The corresponding relaxation times are $\tau_m=1/\nu$ and $\tau_e=(w-w_0)/L$.

The two equations also show how energy reaches the random motion. Multiplying the first by $mv$ gives $d(\tfrac12mv^2)/dt=Fv-m\nu v^2$. Subtracting this from the second gives
\begin{equation}
\frac{d}{dt}\left(w-\tfrac12mv^2\right)=m\nu v^2-L .
\end{equation}
The field feeds the directed motion. Momentum relaxation turns directed energy into random energy, and the loss to the lattice drains it. Starting from equilibrium, random energy therefore builds up only after a drift exists, so heating begins later than acceleration. How long the energy then takes to reach its steady value depends on the loss $L$ as well.

The collision moments follow from the transition rate $R(\mathbf p\to\mathbf p')$. For nondegenerate electrons
\begin{equation}
C[f](\mathbf p)=\int\left[R(\mathbf p'\to\mathbf p)f(\mathbf p')
-R(\mathbf p\to\mathbf p')f(\mathbf p)\right]d^3p' .
\end{equation}
Multiply by $g(\mathbf p)$, integrate, and exchange the names $\mathbf p$ and $\mathbf p'$ in the first term:
\begin{equation}
\int g\,C\,d^3p=\int\!\!\int R(\mathbf p\to\mathbf p')
\left[g(\mathbf p')-g(\mathbf p)\right]f(\mathbf p)\,d^3p'\,d^3p .
\end{equation}
Suppose that every collision is isotropizing, so that all directions of $\mathbf p'$ are equally likely. For $g=p_x$ the term with $p'_x$ then integrates to zero, and with the total scattering rate $\Gamma=\int R\,d^3p'$ one finds
\begin{equation}
m\frac{dv}{dt}=F-\langle\Gamma(\varepsilon)\,p_x\rangle .
\label{micro}
\end{equation}
If the energy changes through emission and absorption of phonons of one energy $\hbar\omega$, with rates $\Gamma_{\rm em}$ and $\Gamma_{\rm abs}$, then
\begin{equation}
L=\hbar\omega\,\langle\Gamma_{\rm em}-\Gamma_{\rm abs}\rangle .
\end{equation}

Equation (\ref{micro}) settles one question at once. If $\Gamma$ does not depend on energy, then $\langle\Gamma p_x\rangle=\Gamma mv$, and for a force switched on at $t=0$ with $v(0)=0$,
\begin{equation}
v(t)=\frac{F}{m\Gamma}\left(1-e^{-\Gamma t}\right).
\label{constant}
\end{equation}
This rises monotonically, however slowly the energy relaxes and however hot the electrons become. Unequal momentum and energy relaxation times alone do not produce overshoot in a parabolic band. The momentum relaxation rate must also respond to the heating.

A model in which it does has scattering rates proportional to the density of final states, hence to the square root of the final energy. With $x=\varepsilon/\hbar\omega$ and the phonon occupation $N=1/(e^{\hbar\omega/kT_0}-1)$, take
\begin{equation}
\Gamma_{\rm el}=A\sqrt x,\quad
\Gamma_{\rm abs}=BN\sqrt{x+1},\quad
\Gamma_{\rm em}=B(N+1)\sqrt{x-1},
\end{equation}
where emission requires $x>1$. The total $\Gamma$ is the sum of the three and increases with energy. The constants $A$ and $B$ set the strengths of elastic and inelastic scattering.

To close the balances, $\nu$ and $L$ must become functions of $w$. The closure used here rests on four approximations: angular harmonics beyond the first are neglected; the isotropic part of the distribution is a Maxwellian $f_0\propto e^{-\varepsilon/kT_e}$; its temperature is fixed by $kT_e=2w/3$, although $w$ contains some drift energy; and $\nu$ is calculated from the anisotropic part that a steady field would maintain on $f_0$, although $v$ itself keeps its time derivative in the momentum balance. Write $f=f_0(\varepsilon)+f_1(\varepsilon)\cos\theta$, with $\theta$ the angle between $\mathbf p$ and the force, and neglect higher harmonics. The force acting on $f_0$ gives
\begin{equation}
F\frac{\partial f_0}{\partial p_x}=F\frac{p\cos\theta}{m}\frac{df_0}{d\varepsilon}
=-\frac{Fp\cos\theta}{m\,kT_e}f_0 .
\end{equation}
Isotropizing collisions scatter nothing into the $\cos\theta$ component and remove it at the rate $\Gamma$. Without a time derivative, the balance of that component is $-Fpf_0/(mkT_e)=-\Gamma f_1$, so $f_1=Fpf_0/(m\Gamma kT_e)$. The angular average of $\cos^2\theta$ is $1/3$. With $\langle\cdot\rangle_0$ for the average over $f_0$ and $p^2=2m\varepsilon$,
\begin{equation}
v=\frac{F}{3m^2kT_e}\left\langle\frac{p^2}{\Gamma}\right\rangle_0
=\frac{2F}{3m\,kT_e}\left\langle\frac{\varepsilon}{\Gamma}\right\rangle_0
=\frac Fm\,\frac{\langle\varepsilon/\Gamma\rangle_0}{\langle\varepsilon\rangle_0},
\end{equation}
because $\langle\varepsilon\rangle_0=\tfrac32kT_e$. Comparison with $v=F/(m\nu)$, and the density of states $\propto\sqrt\varepsilon$ in the averages, give
\begin{equation}
\frac1\nu=
\frac{\int_0^\infty\varepsilon^{3/2}e^{-\varepsilon/kT_e}\,\Gamma^{-1}d\varepsilon}
{\int_0^\infty\varepsilon^{3/2}e^{-\varepsilon/kT_e}d\varepsilon}.
\label{nuclosure}
\end{equation}
This $\nu$ increases with $T_e$. Differentiating the weighted average of $1/\Gamma$ with respect to $T_e$ gives the covariance of $1/\Gamma$ and $\varepsilon$ under the same weight, divided by $kT_e^2$. That covariance is negative, since $1/\Gamma$ falls whenever $\varepsilon$ rises.

For the energy loss, the mean absorption rate is $BN\,M$ with
\begin{equation}
M=\frac{J}{\sqrt{\hbar\omega}\,\tfrac{\sqrt\pi}{2}(kT_e)^{3/2}},\qquad
J=\int_0^\infty\sqrt{\varepsilon(\varepsilon+\hbar\omega)}\,e^{-\varepsilon/kT_e}d\varepsilon .
\end{equation}
Put $\varepsilon=\tfrac12\hbar\omega(\cosh s-1)$ and $z=\hbar\omega/2kT_e$. Both the square root and $d\varepsilon/ds$ become $\tfrac12\hbar\omega\sinh s$, so
\begin{equation}
J=\left(\frac{\hbar\omega}{2}\right)^2e^z\int_0^\infty\sinh^2\!s\;e^{-z\cosh s}ds
=\left(\frac{\hbar\omega}{2}\right)^2e^z\,\frac{K_1(z)}{z}
=\frac{\hbar\omega\,kT_e}{2}\,e^zK_1(z).
\end{equation}
The middle step is an integration by parts that uses $\sinh s\,e^{-z\cosh s}=-z^{-1}d(e^{-z\cosh s})/ds$ and the representation $K_1(z)=\int_0^\infty\cosh s\,e^{-z\cosh s}ds$ of the modified Bessel function. Hence $M=\sqrt{\hbar\omega/\pi kT_e}\;e^zK_1(z)$. In the mean emission rate the substitution $\varepsilon\to\varepsilon+\hbar\omega$ produces the same integral times $e^{-\hbar\omega/kT_e}$. With $N+1=Ne^{\hbar\omega/kT_0}$,
\begin{equation}
L=\hbar\omega BN\,M\left[\exp\left(\frac{\hbar\omega}{kT_0}-\frac{\hbar\omega}{kT_e}\right)-1\right].
\label{Lclosure}
\end{equation}
It vanishes at $T_e=T_0$, as detailed balance demands. A direct sum over energies confirmed (\ref{Lclosure}) at $kT_e=0.07$ eV, and $L$ was found to increase with $T_e$ on a grid reaching $0.8$ eV.

In the steady state $m\nu v=F$ and $Fv=L$, so that
\begin{equation}
v^2=\frac{L}{m\nu},\qquad F^2=m\nu L .
\label{steady}
\end{equation}
The second relation fixes the electron temperature for a given force, and the first then gives the velocity. When $kT_e\gg\hbar\omega$, $z$ is small and $K_1(z)\to1/z$, so $M\to2\sqrt{kT_e/\pi\hbar\omega}$, while $N$ times the bracket in (\ref{Lclosure}) tends to $N(e^{\hbar\omega/kT_0}-1)=1$. The total scattering rate tends to $G\sqrt{\varepsilon/\hbar\omega}$ with $G=A+(2N+1)B$. The integrals in (\ref{nuclosure}) are then $\int\varepsilon e^{-\varepsilon/kT_e}d\varepsilon=(kT_e)^2$ and $\int\varepsilon^{3/2}e^{-\varepsilon/kT_e}d\varepsilon=\tfrac{3\sqrt\pi}{4}(kT_e)^{5/2}$. Therefore
\begin{equation}
L\to\frac{2\hbar\omega B}{\sqrt\pi}\sqrt{\frac{kT_e}{\hbar\omega}},\qquad
\nu\to\frac{3\sqrt\pi}{4}\,G\sqrt{\frac{kT_e}{\hbar\omega}},\qquad
v_{\rm sat}=\sqrt{\frac{8\hbar\omega B}{3\pi mG}} .
\label{vsat}
\end{equation}
The temperature cancels from the velocity. A stronger field heats the electrons, with $kT_e\propto F^2$ in this limit by (\ref{steady}), and the momentum and energy losses grow in step, so the drift velocity saturates. This holds for the parabolic band and these scattering rates, and only once $kT_e\gg\hbar\omega$. For the parameters of the worked example below, the velocity comes within about $2\,\%$ of $v_{\rm sat}$ only near $100$ kV/cm, where the mean energy is about $1$ eV. Real conduction bands are not parabolic at such energies, so the formula describes the model rather than the saturation velocity of a given material.

The balances for drift velocity and mean energy are now closed for the phonon model, whose steady velocity saturates at high field, and a scattering rate independent of energy has been shown to give no overshoot. It remains to find when a relaxation rate that rises with heating does produce overshoot, how large it is, and how well the closure agrees with a Monte Carlo solution of the Boltzmann equation.
